# Why Repeated Electron Imaging Narrows Many Organic Resist Lines: a program that tests the result

```python
"""Why repeated electron imaging narrows an organic resist line.
Result under test: width loss = 2(1+nu)/3 * phi * integral of g(dose) over
half the line. phi is the packed volume fraction of removable side groups;
g is the fraction of that volume already closed by the network.
g = 1 - A exp(-k D) - (1-A) exp(-kappa D), where D is absorbed energy density,
k the scission constant and kappa the network closure constant.
Dose decays exponentially from each sidewall. Fragments escape between scans.
Lengths are in nm, energies in eV, times in s; strains are small.
All material parameters are round model values.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import exp1
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

width, height, decay = 30.0, 90.0, 3.0
half = width / 2
group_density, group_volume, scission_yield = 3.0, 0.05, 0.03
phi = group_density * group_volume
k = scission_yield / group_density
K_cohesive, K_network, exchange_dose = 4.0, 1.0, 200.0
chi = K_cohesive / (K_cohesive + K_network)
kappa = chi / exchange_dose
nu, scan_dose, scans = 0.35, 20.0, 20
interval, D_fast, D_slow = 10.0, 100.0, 0.01


def amplitude(closure, rate):
    return (rate - closure * k) / (rate - k)


def closed_fraction(dose, closure=chi, rate=kappa):
    a = amplitude(closure, rate)
    return 1 - a * np.exp(-k * dose) - (1 - a) * np.exp(-rate * dose)


def ein(z):
    return 0.0 if z == 0 else exp1(z) + np.log(z) + np.euler_gamma


def narrowing(number, closure=chi, rate=kappa, poisson=nu):
    wall = number * scan_dose
    core = wall * np.exp(-half / decay)
    a = amplitude(closure, rate)
    integral = decay * (a * (ein(k * wall) - ein(k * core))
                        + (1 - a) * (ein(rate * wall) - ein(rate * core)))
    return 2 * (1 + poisson) / 3 * phi * integral


# Stochastic groups and strands: random hits, followed by force balance.
def simulate(exchange, seed):
    rng = np.random.default_rng(seed)
    count, step = 50000, 1.0
    intact = np.ones(count, dtype=bool)
    rest = np.zeros(count)
    volume_strain, record = 0.0, {}
    for number in range(1, 401):
        hits = rng.integers(count, size=rng.poisson(count * k * step))
        intact[hits] = False
        if exchange:
            renewals = rng.poisson(count * step / exchange_dose)
            rest[rng.integers(count, size=renewals)] = volume_strain
        packed = -(1 - intact.mean())
        volume_strain = ((K_cohesive * packed + K_network * rest.mean())
                         / (K_cohesive + K_network))
        if number in (50, 100, 200, 400):
            record[number] = -volume_strain
    return record


with_exchange = simulate(True, 1)
without_exchange = simulate(False, 2)
for dose in with_exchange:
    assert abs(with_exchange[dose] - closed_fraction(dose)) < 0.012
    assert abs(without_exchange[dose]
               - closed_fraction(dose, chi, 0.0)) < 0.012


# Fragment survival from the line centre, by series and by discretization.
def centre_survival(diffusion, time):
    n = np.arange(400)
    odd = 2 * n + 1
    decay_factor = np.exp(-(odd * np.pi / width)**2 * diffusion * time)
    return 4 / np.pi * np.sum((-1.0)**n / odd * decay_factor)


cells = 120
dx = width / cells
laplacian = (np.diag(-2 * np.ones(cells - 1))
             + np.diag(np.ones(cells - 2), 1)
             + np.diag(np.ones(cells - 2), -1)) / dx**2
survival = expm(D_fast * laplacian) @ np.ones(cells - 1)
assert abs(survival[cells // 2 - 1] - centre_survival(D_fast, 1.0)) < 1e-3
assert survival.max() <= survival[cells // 2 - 1] + 1e-10

# Direct quadrature of the depth profile.
factor = 2 * (1 + nu) / 3 * phi
for number in (1, 5, 20, 80):
    direct = factor * quad(lambda x: closed_fraction(
        number * scan_dose * np.exp(-x / decay)), 0, half)[0]
    assert abs(direct / narrowing(number) - 1) < 1e-7

overlap = factor * quad(lambda x: closed_fraction(
    scans * scan_dose * (np.exp(-x / decay)
                         + np.exp(-(width - x) / decay))), 0, half)[0]
assert abs(overlap / narrowing(scans) - 1) < 0.05


# Separate scans, with escape after each; optionally update buried depths.
def separate_scans(moving):
    points = 1500
    cell = half / points
    theta, packed, dose = (np.zeros(points) for _ in range(3))
    for _ in range(scans):
        stretch = np.ones(points)
        if moving:
            strain = theta / 3
            stretch += ((1 + nu) / (1 - nu)
                        * (strain - nu * strain.mean()))
        depth = np.cumsum(stretch * cell) - stretch * cell / 2
        added = scan_dose * np.exp(-depth / decay)
        theta += (1 - np.exp(-kappa * added)) * (packed - theta)
        dose += added
        new_packed = -phi * (1 - np.exp(-k * dose))
        theta += chi * (new_packed - packed)
        packed = new_packed
    return -2 * (1 + nu) / 3 * theta.sum() * cell


discrete = separate_scans(False)
feedback = separate_scans(True)
assert abs(discrete / narrowing(scans) - 1) < 0.02
assert 0 < feedback / discrete - 1 < 0.12


# Plane-strain finite elements: clamped base and non-uniform shrinkage.
def finite_elements():
    nx, nz = int(width), int(height)
    mu = 1 / (2 * (1 + nu))
    lame = nu / ((1 + nu) * (1 - 2 * nu))
    stiffness = np.array([[lame + 2 * mu, lame, 0],
                          [lame, lame + 2 * mu, 0], [0, 0, mu]])
    signs = np.array([[-1, -1], [1, -1], [1, 1], [-1, 1]])
    matrix, load = np.zeros((8, 8)), np.zeros(8)
    for p in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
        for q in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            gx = signs[:, 0] * (1 + signs[:, 1] * q) / 2
            gz = signs[:, 1] * (1 + signs[:, 0] * p) / 2
            b = np.zeros((3, 8))
            b[0, 0::2], b[1, 1::2] = gx, gz
            b[2, 0::2], b[2, 1::2] = gz, gx
            matrix += b.T @ stiffness @ b / 4
            load += b.T @ np.array([1, 1, 0]) * (3 * lame + 2 * mu) / 4
    rows, columns, values = [], [], []
    force = np.zeros(2 * (nx + 1) * (nz + 1))
    for j in range(nz):
        for i in range(nx):
            first = i + j * (nx + 1)
            nodes = np.array([first, first + 1,
                              first + nx + 2, first + nx + 1])
            dof = np.column_stack((2 * nodes, 2 * nodes + 1)).ravel()
            depth = min(i + 0.5, width - i - 0.5)
            local_dose = scans * scan_dose * np.exp(-depth / decay)
            strain = -phi * closed_fraction(local_dose) / 3
            force[dof] += load * strain
            rows.extend(np.repeat(dof, 8))
            columns.extend(np.tile(dof, 8))
            values.extend(matrix.ravel())
    system = coo_matrix((values, (rows, columns)),
                        shape=(force.size, force.size)).tocsr()
    free = np.arange(2 * (nx + 1), force.size)
    displacement = np.zeros(force.size)
    displacement[free] = spsolve(system[free][:, free].tocsc(), force[free])
    horizontal = displacement[0::2].reshape(nz + 1, nx + 1)
    loss = horizontal[:, 0] - horizontal[:, -1]
    return loss[nz // 2], loss[1]


middle_loss, foot_loss = finite_elements()
assert abs(middle_loss / narrowing(scans) - 1) < 0.02
assert foot_loss < middle_loss

late_step = narrowing(80) - narrowing(40)
log_step = factor * decay * np.log(2)
assert abs(late_step / log_step - 1) < 0.10

stiff_network = 36.0
stiff_chi = K_cohesive / (K_cohesive + stiff_network)
wall_dose = scans * scan_dose
lost_volume = phi * (1 - np.exp(-k * wall_dose))
closed_volume = phi * closed_fraction(wall_dose)
assert narrowing(scans, stiff_chi, 0.0) < narrowing(scans, chi, 0.0)
assert narrowing(scans, chi, 0.0) < narrowing(scans)

print(f"Initial line width: {width:.1f} nm")
print(f"Line height: {height:.1f} nm")
print(f"Dose decay length: {decay:.1f} nm")
print(f"Side-group density: {group_density:.1f} nm^-3")
print(f"Packed volume per group: {group_volume:.3f} nm^3")
print(f"Removable volume fraction phi: {phi:.3f} (dimensionless)")
print(f"Initial scission yield: {scission_yield:.3f} per eV")
print(f"Scission constant k: {k:.4f} nm^3/eV")
print(f"Wall dose per scan: {scan_dose:.1f} eV/nm^3")
print(f"Cohesive modulus: {K_cohesive:.1f} GPa")
print(f"Network modulus: {K_network:.1f} GPa")
print(f"Strand exchange dose: {exchange_dose:.1f} eV/nm^3")
print(f"Immediate closure chi: {chi:.3f} (dimensionless)")
print(f"Closure constant kappa: {kappa:.4f} nm^3/eV")
print(f"Amplitude A: {amplitude(chi, kappa):.4f} (dimensionless)")
print(f"Poisson ratio: {nu:.2f} (dimensionless)")
print(f"Time between scans: {interval:.1f} s")
for name, diffusion in (("Fast", D_fast), ("Slow", D_slow)):
    tau = width**2 / (np.pi**2 * diffusion)
    print(f"{name} fragment diffusion: {diffusion:.2f} nm^2/s")
    print(f"{name} escape time: {tau:.4g} s")
    print(f"{name} centre survival: "
          f"{centre_survival(diffusion, interval):.3e} (fraction)")
for dose in with_exchange:
    print(f"Closed fraction at {dose} eV/nm^3, formula/simulation: "
          f"{closed_fraction(dose):.4f} / {with_exchange[dose]:.4f}")
for number in (1, 2, 5, 10, 20, 40, 80):
    print(f"Narrowing after {number} scans: {narrowing(number):.4f} nm")
print(f"Line width after {scans} scans: {width-narrowing(scans):.3f} nm")
print(f"Wall dose after {scans} scans: {wall_dose:.1f} eV/nm^3")
print(f"Wall packed volume lost: {100*lost_volume:.3f} percent")
print(f"Wall volume closed: {100*closed_volume:.3f} percent")
print(f"Wall volume left open: {100*(lost_volume-closed_volume):.3f} percent")
print(f"20 scans, no strand exchange: {narrowing(scans, chi, 0.0):.4f} nm")
print(f"Stiff-network modulus: {stiff_network:.1f} GPa")
print(f"20 scans, stiff and no exchange: "
      f"{narrowing(scans, stiff_chi, 0.0):.4f} nm")
print(f"20 scans, shear relaxed: {narrowing(scans, poisson=0.5):.4f} nm")
print(f"20 scans, finite elements at mid-height: {middle_loss:.4f} nm")
print(f"20 scans, finite elements 1 nm above base: {foot_loss:.4f} nm")
print(f"20 scans, both wall doses added: {overlap:.4f} nm")
print(f"20 scans, separate exposures: {discrete:.4f} nm")
print(f"20 scans, separate exposures and moving depth: {feedback:.4f} nm")
print(f"Added narrowing from scan 40 to 80: {late_step:.4f} nm")
print(f"Logarithmic estimate for one doubling: {log_step:.4f} nm")
print("verified")
```

Printed output:

```
Initial line width: 30.0 nm
Line height: 90.0 nm
Dose decay length: 3.0 nm
Side-group density: 3.0 nm^-3
Packed volume per group: 0.050 nm^3
Removable volume fraction phi: 0.150 (dimensionless)
Initial scission yield: 0.030 per eV
Scission constant k: 0.0100 nm^3/eV
Wall dose per scan: 20.0 eV/nm^3
Cohesive modulus: 4.0 GPa
Network modulus: 1.0 GPa
Strand exchange dose: 200.0 eV/nm^3
Immediate closure chi: 0.800 (dimensionless)
Closure constant kappa: 0.0040 nm^3/eV
Amplitude A: 0.6667 (dimensionless)
Poisson ratio: 0.35 (dimensionless)
Time between scans: 10.0 s
Fast fragment diffusion: 100.00 nm^2/s
Fast escape time: 0.9119 s
Fast centre survival: 2.200e-05 (fraction)
Slow fragment diffusion: 0.01 nm^2/s
Slow escape time: 9119 s
Slow centre survival: 1.000e+00 (fraction)
Closed fraction at 50 eV/nm^3, formula/simulation: 0.3227 / 0.3232
Closed fraction at 100 eV/nm^3, formula/simulation: 0.5313 / 0.5318
Closed fraction at 200 eV/nm^3, formula/simulation: 0.7600 / 0.7601
Closed fraction at 400 eV/nm^3, formula/simulation: 0.9205 / 0.9203
Narrowing after 1 scans: 0.0616 nm
Narrowing after 2 scans: 0.1180 nm
Narrowing after 5 scans: 0.2619 nm
Narrowing after 10 scans: 0.4416 nm
Narrowing after 20 scans: 0.6755 nm
Narrowing after 40 scans: 0.9364 nm
Narrowing after 80 scans: 1.1989 nm
Line width after 20 scans: 29.324 nm
Wall dose after 20 scans: 400.0 eV/nm^3
Wall packed volume lost: 14.725 percent
Wall volume closed: 13.807 percent
Wall volume left open: 0.918 percent
20 scans, no strand exchange: 0.6287 nm
Stiff-network modulus: 36.0 GPa
20 scans, stiff and no exchange: 0.0786 nm
20 scans, shear relaxed: 0.7506 nm
20 scans, finite elements at mid-height: 0.6759 nm
20 scans, finite elements 1 nm above base: 0.3459 nm
20 scans, both wall doses added: 0.6833 nm
20 scans, separate exposures: 0.6741 nm
20 scans, separate exposures and moving depth: 0.6944 nm
Added narrowing from scan 40 to 80: 0.2625 nm
Logarithmic estimate for one doubling: 0.2807 nm
verified
```
